# Dipolar coupling and 13C doublet splitting of a C–H pair: a program that tests the result

```python
"""
Dipolar coupling and 13C doublet of an isolated, rigid 13C-1H pair.

Result under test (atomic units):
    b = -alpha^2 g_H g_C / (4 m_p^2 r^3)
    signed 13C splitting = -b (3 cos^2(theta) - 1)
b      dipolar coupling constant (an energy)
alpha  fine-structure constant;  m_p  proton mass in electron masses
g_H, g_C  nuclear g factors;  r  internuclear distance
theta  angle between the bond and the static field (along z)
The signed splitting is the carbon transition energy with the proton up
minus that with the proton down. The observed splitting is its magnitude.
"""
import numpy as np
from scipy import constants as const

# Inputs
alpha = const.fine_structure
proton_mass = const.value("proton-electron mass ratio")
g_H = const.value("proton g factor")
carbon_moment = 0.7024          # measured 13C moment in nuclear magnetons
g_C = carbon_moment / 0.5       # moment = g * spin, spin 1/2
r_angstrom = 1.09
strong_field = 9.4              # tesla
weak_field = 0.01               # tesla

# Derived formula, evaluated from atomic units
bohr_angstrom = const.value("Bohr radius") / const.angstrom
hartree_ev = const.value("Hartree energy in eV")
prefactor = (alpha**2 * g_H * g_C / (4 * proton_mass**2)
             * hartree_ev * bohr_angstrom**3)      # eV angstrom^3
b = -prefactor / r_angstrom**3                    # eV
h_ev = const.h / const.e                          # eV s


def formula_splitting(theta):
    return -b * (3 * np.cos(theta)**2 - 1)


def to_khz(energy_ev):
    return energy_ev / h_ev / 1e3


# Full Hamiltonian from the SI energy of two magnetic dipoles
mu_N = const.value("nuclear magneton")
r_metre = r_angstrom * const.angstrom
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
moment_H = [g_H * mu_N * np.kron(s, one) for s in (sx, sy, sz)]
moment_C = [g_C * mu_N * np.kron(one, s) for s in (sx, sy, sz)]


def dipole_hamiltonian(theta):
    n = np.array([np.sin(theta), 0.0, np.cos(theta)])
    scalar = sum(p @ q for p, q in zip(moment_H, moment_C))
    along_H = sum(c * p for c, p in zip(n, moment_H))
    along_C = sum(c * q for c, q in zip(n, moment_C))
    energy = const.mu_0 / (4 * np.pi * r_metre**3)
    return energy * (scalar - 3 * along_H @ along_C) / const.e


def exact_splitting(theta, field):
    zeeman = -field * (moment_H[2] + moment_C[2]) / const.e
    levels = np.linalg.eigvalsh(zeeman + dipole_hamiltonian(theta))
    # Order (proton, carbon): up-up, up-down, down-up, down-down
    line_proton_up = levels[1] - levels[0]
    line_proton_down = levels[3] - levels[2]
    return line_proton_up - line_proton_down


# Field of the proton moment, modelled by a tiny current loop
def loop_splitting(theta):
    radius = r_metre / 500
    current = (g_H * mu_N / 2) / (np.pi * radius**2)
    count = 400
    phi = 2 * np.pi * np.arange(count) / count
    zero = np.zeros(count)
    source = radius * np.column_stack((np.cos(phi), np.sin(phi), zero))
    element = (radius * 2 * np.pi / count
               * np.column_stack((-np.sin(phi), np.cos(phi), zero)))
    target = r_metre * np.array([np.sin(theta), 0.0, np.cos(theta)])
    separation = target - source
    distance = np.linalg.norm(separation, axis=1)
    integrand = np.cross(element, separation) / distance[:, None]**3
    field_z = const.mu_0 * current / (4 * np.pi) * integrand[:, 2].sum()
    # Reversing the proton changes the local field by twice its value
    return 2 * g_C * mu_N * field_z / const.e


parallel, perpendicular = 0.0, np.pi / 2
angles = np.radians([0, 20, 45, 70, 90])
size = abs(b)

# The stated rounded value of the coupling constant
assert abs(to_khz(b) + 23.3) < 0.05

# First-order part of the full dipole operator
product_signs = np.array([1, -1, -1, 1]) / 4
for angle in angles:
    diagonal = np.diag(dipole_hamiltonian(angle)).real
    expected = -formula_splitting(angle) * product_signs
    # Allows for rounding of the tabulated constants
    assert np.max(np.abs(diagonal - expected)) < 1e-7 * size

# High-field splitting against full diagonalization
deviations = [abs(exact_splitting(a, strong_field) - formula_splitting(a))
              for a in angles]
assert max(deviations) < 1e-6 * size

# At these two angles the splitting survives even in a weak field
for angle in (parallel, perpendicular):
    difference = exact_splitting(angle, weak_field) - formula_splitting(angle)
    assert abs(difference) < 1e-7 * size

# Local-field picture; tolerance covers the finite loop radius
for angle in angles:
    difference = loop_splitting(angle) - formula_splitting(angle)
    assert abs(difference) < 5e-5 * size

split_par = formula_splitting(parallel)
split_perp = formula_splitting(perpendicular)
zeeman_H = g_H * mu_N * strong_field / const.e
zeeman_C = g_C * mu_N * strong_field / const.e

print(f"fine-structure constant: {alpha:.8f} (dimensionless)")
print(f"proton mass: {proton_mass:.4f} electron masses")
print(f"proton g factor: {g_H:.6f} (dimensionless)")
print(f"13C moment, input: {carbon_moment:.4f} nuclear magnetons")
print(f"13C g factor: {g_C:.4f} (dimensionless)")
print(f"bond length: {r_angstrom:.2f} angstrom")
print(f"bond length cubed: {r_angstrom**3:.6f} angstrom^3")
print(f"Bohr radius: {bohr_angstrom:.8f} angstrom")
print(f"hartree energy: {hartree_ev:.6f} eV")
print(f"dipolar prefactor: {prefactor:.5e} eV angstrom^3")
print(f"Planck constant: {h_ev:.6e} eV s")
print(f"coupling constant b: {b:.4e} eV")
print(f"coupling constant b/h: {to_khz(b):.2f} kHz")
print(f"signed splitting, parallel: {split_par:.4e} eV")
print(f"signed splitting, perpendicular: {split_perp:.4e} eV")
print(f"observed splitting, parallel: {to_khz(abs(split_par)):.2f} kHz")
print(f"observed splitting, perpendicular: "
      f"{to_khz(abs(split_perp)):.2f} kHz")
print(f"strong field: {strong_field:.1f} T")
print(f"1H Zeeman energy in strong field: {zeeman_H:.4e} eV")
print(f"13C Zeeman energy in strong field: {zeeman_C:.4e} eV")
print(f"|b| / 13C Zeeman energy: {size / zeeman_C:.3e} (dimensionless)")
print(f"|b| / Zeeman difference: "
      f"{size / (zeeman_H - zeeman_C):.3e} (dimensionless)")
print(f"weak test field: {weak_field:.2f} T")
for name, angle in (("parallel", parallel), ("perpendicular", perpendicular)):
    print(f"full diagonalization, {name}, strong field: "
          f"{exact_splitting(angle, strong_field):.4e} eV")
    print(f"full diagonalization, {name}, weak field: "
          f"{exact_splitting(angle, weak_field):.4e} eV")
    print(f"current-loop splitting, {name}: {loop_splitting(angle):.4e} eV")
print(f"largest high-field error / |b|, tested angles: "
      f"{max(deviations) / size:.1e} (dimensionless)")
print("checks complete")
```

Running it gives:

```
fine-structure constant: 0.00729735 (dimensionless)
proton mass: 1836.1527 electron masses
proton g factor: 5.585695 (dimensionless)
13C moment, input: 0.7024 nuclear magnetons
13C g factor: 1.4048 (dimensionless)
bond length: 1.09 angstrom
bond length cubed: 1.295029 angstrom^3
Bohr radius: 0.52917721 angstrom
hartree energy: 27.211386 eV
dipolar prefactor: 1.24939e-10 eV angstrom^3
Planck constant: 4.135668e-15 eV s
coupling constant b: -9.6476e-11 eV
coupling constant b/h: -23.33 kHz
signed splitting, parallel: 1.9295e-10 eV
signed splitting, perpendicular: -9.6476e-11 eV
observed splitting, parallel: 46.66 kHz
observed splitting, perpendicular: 23.33 kHz
strong field: 9.4 T
1H Zeeman energy in strong field: 1.6552e-06 eV
13C Zeeman energy in strong field: 4.1628e-07 eV
|b| / 13C Zeeman energy: 2.318e-04 (dimensionless)
|b| / Zeeman difference: 7.787e-05 (dimensionless)
weak test field: 0.01 T
full diagonalization, parallel, strong field: 1.9295e-10 eV
full diagonalization, parallel, weak field: 1.9295e-10 eV
current-loop splitting, parallel: 1.9295e-10 eV
full diagonalization, perpendicular, strong field: -9.6476e-11 eV
full diagonalization, perpendicular, weak field: -9.6476e-11 eV
current-loop splitting, perpendicular: -9.6476e-11 eV
largest high-field error / |b|, tested angles: 1.6e-08 (dimensionless)
checks complete
```
